# Optimal a-domain fraction in a thick c/a-twinned ferroelectric film

## The form of the answer

A tetragonal ferroelectric film on a square template can relieve tension by turning part of its long axes into the plane. Let $e$ be the tensile misfit strain, $t$ the strain that distinguishes the long axis from the short ones, and $\phi$ the volume fraction with the long axis in the plane. In a very thick film no length remains that could enter the fraction. Young's modulus $E$ multiplies the whole elastic energy and cannot move its minimum. Multiplying $e$ and $t$ by a common factor multiplies a linear-elastic energy by the square of that factor, and again leaves the minimum in place. Hence

$$
\phi^*=F(e/t,\nu), \tag{1}
$$

where $\nu$ is Poisson's ratio.

More follows if the energy depends on the domains through their average strain alone, as is shown below. It is then quadratic in the misfits $e_x,e_y$ and in $\phi t$, so its stationary point is linear in the misfits:

$$
\phi^*t=\alpha e_x+\beta e_y . \tag{2}
$$

Here $x$ is the direction of the in-plane long axes. If $e_y=0$, the choice $\phi t=e_x$ makes the film fit the template without elastic strain. No energy can be lower, so $\alpha=1$. Matching lengths along $x$ therefore gives the first term. The second describes how tension along $y$ acts on the fit along $x$, and elasticity must supply $\beta$. The result will be $\beta=\nu$.

## Geometry and assumptions

Let the free tetragonal cell have short edge $a$ and long edge $c$, and let the template have in-plane spacing $b$. All strains are measured from the free c-domain, whose long axis lies along the film normal $z$:

$$
e=\frac{b-a}{a},\qquad t=\frac{c-a}{a}>0 . \tag{3}
$$

The a-domains have their long axis along $x$. There are none with the long axis along $y$; this restriction matters and is lifted later. The spontaneous strains are

$$
\varepsilon^{c}=\mathrm{diag}(0,0,t),\qquad
\varepsilon^{a}=\mathrm{diag}(t,0,0). \tag{4}
$$

The strains are small, and film and substrate are isotropic with the same moduli in both domains. The substrate is so thick that its mean strain vanishes, and the film is coherent with the template. The top surface is free of traction. Surface polarization charge is screened, and the magnitude of the polarization is fixed.

## Why only the average strain enters

The difference of the two spontaneous strains is

$$
\varepsilon^{a}-\varepsilon^{c}=t\,\mathrm{diag}(1,0,-1)
=\tfrac12(\mathbf m\otimes\mathbf n+\mathbf n\otimes\mathbf m), \tag{5}
$$

with

$$
\mathbf n=\frac{(1,0,1)}{\sqrt2},\qquad
\mathbf m=\sqrt2\,t\,(1,0,-1).
$$

Indeed $m_xn_x=t$ and $m_zn_z=-t$, while $m_xn_z=t$ and $m_zn_x=-t$ cancel in the symmetric sum. A jump $\mathbf m\otimes\mathbf n$ of the displacement gradient leaves the displacement continuous across a plane with normal $\mathbf n$. The domains thus fit together without stress at walls inclined by 45°. If the polarization is $(0,0,P)$ in the c-domain and $(P,0,0)$ in the a-domain, its component along $\mathbf n$ is $P/\sqrt2$ on both sides, so the wall carries no bound charge.

Now add the same uniform stress to both domains. With equal moduli it adds the same elastic strain to both, and the fit at the walls survives. A uniform stress is also in mechanical equilibrium. The twinned interior can therefore carry a uniform stress at any $\phi$.

No other arrangement with the same fraction has a lower bulk energy. Let $\eta$ be the local elastic strain, $W(\eta)$ its positive quadratic energy density, and angle brackets the volume average. Writing $\eta=\langle\eta\rangle+\delta\eta$, the cross term averages to zero because $\langle\delta\eta\rangle=0$, and

$$
\langle W(\eta)\rangle=W(\langle\eta\rangle)+\langle W(\delta\eta)\rangle
\ge W(\langle\eta\rangle). \tag{6}
$$

The uniformly stressed laminate attains this lower bound. Its fit to the substrate holds only on average, however. The mismatch that alternates from domain to domain is confined to a layer about one domain period thick, whose cost is treated below.

## The film energy

The average spontaneous strain is $\mathrm{diag}(\phi t,0,(1-\phi)t)$. The template imposes the total in-plane strain $e$ in both directions, so the mean elastic strains are

$$
\eta_x=e-\phi t,\qquad \eta_y=e . \tag{7}
$$

The free surface makes $\sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0$. With these components absent, Hooke's law reads

$$
\eta_x=\frac{\sigma_x-\nu\sigma_y}{E},\qquad
\eta_y=\frac{\sigma_y-\nu\sigma_x}{E}, \tag{8}
$$

where $\sigma_x$ and $\sigma_y$ stand for $\sigma_{xx}$ and $\sigma_{yy}$. Adding $\nu$ times the second equation to the first removes $\sigma_y$; the opposite combination removes $\sigma_x$:

$$
\sigma_x=\frac{E(\eta_x+\nu\eta_y)}{1-\nu^2},\qquad
\sigma_y=\frac{E(\eta_y+\nu\eta_x)}{1-\nu^2}. \tag{9}
$$

The energy per film volume is $w=\tfrac12(\sigma_x\eta_x+\sigma_y\eta_y)$, since the other stresses do no work. Thus

$$
w=\frac{E}{2(1-\nu^2)}
\left(\eta_x^2+\eta_y^2+2\nu\eta_x\eta_y\right). \tag{10}
$$

## The minimum

Complete the square in $\eta_x$:

$$
\eta_x^2+2\nu\eta_x\eta_y+\eta_y^2
=(\eta_x+\nu\eta_y)^2+(1-\nu^2)\eta_y^2 .
$$

Inserting (7) gives

$$
w=\frac{E}{2(1-\nu^2)}
\left[(1+\nu)e-\phi t\right]^2+\frac{Ee^2}{2}. \tag{11}
$$

The second term does not depend on $\phi$. The first is never negative and vanishes when

$$
\boxed{\;\phi^*=(1+\nu)\frac et,\qquad 0\le e\le\frac{t}{1+\nu}.\;} \tag{12}
$$

The stated range keeps $\phi^*$ between zero and one. Outside it, the parabola (11) has its lowest allowed value at the nearer end: $\phi^*=0$ for compressive misfit, and $\phi^*=1$ for $e>t/(1+\nu)$. For $\nu>0$, saturation occurs before $e=t$, that is, before the template spacing has reached the long edge $c$.

The force that drives the conversion shows why length matching is not enough. From (7), $d\eta_x/d\phi=-t$, and from (10), $\partial w/\partial\eta_x=\sigma_x$, so

$$
\frac{\partial w}{\partial\phi}=-t\,\sigma_x . \tag{13}
$$

Turning a c-domain into an a-domain lengthens the film along $x$ by the strain $t$. This lowers the energy as long as the film is under tension along $x$. Equilibrium requires zero stress along $x$, not zero elastic strain.

At $\phi=e/t$ the elastic strain $\eta_x$ is zero, but (9) leaves the stress $\sigma_x=\nu Ee/(1-\nu^2)$. The film is still stretched along $y$ and would contract along $x$ if it could; the template prevents this. More a-domains fill the missing length. At the optimum $\sigma_x=0$ and $\sigma_y=Ee$, so the film has the elastic strain $\eta_x=-\nu e$ of a bar pulled along $y$. The twins then supply $\phi t=e-\eta_x=(1+\nu)e$.

## Unequal misfits and cubic elasticity

If the misfits differ, replace (7) by $\eta_x=e_x-\phi t$ and $\eta_y=e_y$. The same square vanishes when

$$
\phi^*=\frac{e_x+\nu e_y}{t}, \tag{14}
$$

again provided that the value lies between zero and one. This fixes $\beta=\nu$ in (2). The fraction $e/t$ is correct in two limits: $\nu=0$, and $e_x=e$ with the misfit along $y$ removed.

Isotropy can be relaxed to cubic elasticity with the cube axes along $x,y,z$. The walls still fit and (13) still holds. At $\sigma_x=0$ the compliances $s_{11}$ and $s_{12}$ give $e=s_{11}\sigma_y$ and $e-\phi t=s_{12}\sigma_y$. Eliminating $\sigma_y$,

$$
\phi^*=\left(1-\frac{s_{12}}{s_{11}}\right)\frac et . \tag{15}
$$

The relevant Poisson ratio is $-s_{12}/s_{11}$, the one measured along cube axes. An average over crystal directions is not a substitute for it.

## What a second in-plane variant changes

Suppose that a-domains along $y$ are also allowed, with fractions $\phi_x$ and $\phi_y$. The mean elastic strains become $e-\phi_xt$ and $e-\phi_yt$. Both vanish, and with them the bulk energy, if

$$
\phi_x=\phi_y=\frac et,\qquad
\phi_x+\phi_y=\frac{2e}{t},\qquad e\le\frac t2 . \tag{16}
$$

Such a state can be built in two steps. One set of bands contains c-domains and a-domains along $x$; the other contains c-domains and a-domains along $y$. Each has total a-fraction $f=2e/t$. The average spontaneous strains of the two sets differ by $ft\,\mathrm{diag}(1,-1,0)$. This has the same form as (5) with $z$ replaced by $y$, so the bands fit at vertical walls along the in-plane diagonal. The zero of energy is approached when the fine twins are much narrower than the bands, and the bands much narrower than the film thickness.

Equation (12) is therefore the optimum within a film of one in-plane variant. It is not the lowest state when the second variant can form freely.

## How thick is thick?

Let $h$ be the film thickness and $D$ the domain period along $x$. Each period contains two walls of length $\sqrt2h$. With wall energy $\gamma$, their cost per film area is $2\sqrt2\,\gamma h/D$.

Near the substrate the alternating strain produces a local stress field. Its only length is $D$, so its energy per area is $DEt^2g(\phi)$, with a number $g$ that also depends on $\nu$. The uniform misfit stress adds no cross term: the local field has zero mean in-plane strain, and the uniform in-plane stress does no net work on it. The total energy per area is

$$
U=hw(\phi)+\frac{2\sqrt2\,\gamma h}{D}+DEt^2g(\phi). \tag{17}
$$

Setting $\partial U/\partial D=0$ gives

$$
D=\left(\frac{2\sqrt2\,\gamma h}{Et^2g}\right)^{1/2}. \tag{18}
$$

At this period the last two terms of (17) are equal. Each grows as $\sqrt h$, while the bulk term grows as $h$.

To find the shift of the fraction, differentiate (17) with respect to $\phi$ at fixed $D$. This is permitted because $U$ is already stationary in $D$. Using (11),

$$
\frac{hEt^2}{1-\nu^2}(\phi-\phi^*)+DEt^2g'(\phi)=0,
$$

and hence

$$
\phi-\phi^*=-(1-\nu^2)\,g'(\phi)\,\frac Dh . \tag{19}
$$

Since $D\propto\sqrt h$ to leading order, the correction falls as $h^{-1/2}$. The separation into bulk and interface terms requires $D$ to be well below $h$.

## A worked film

Take rough values in the regime of lead titanate: $a=0.390$ nm, $c=0.415$ nm, $b=0.396$ nm, $E=125$ GPa and $\nu=0.30$. Then

$$
e=\frac{0.006}{0.390}=1.54\%,\qquad
t=\frac{0.025}{0.390}=6.41\%,\qquad
\frac et=0.240,
$$

and

$$
\phi^*=1.30\times0.240=0.312 .
$$

Thus 31% of the film is a-domain, against 24% from length matching. Saturation would require $e=6.41\%/1.30=4.93\%$, or a template spacing of 0.409 nm.

At the optimum the stress along $y$ is $125\times0.01538=1.92$ GPa. At $\phi=0.240$ a stress of 0.63 GPa would remain along $x$. The bulk energies of four states, all at the same misfit, are:

| State | Energy (MJ/m³) |
|---|---:|
| c/a twins, $\phi=0.312$ | 14.8 |
| c/a twins, $\phi=0.240$ | 16.3 |
| c-domains alone | 42.3 |
| equal a-domains along $x$ and $y$, no c | 49.6 |

The last entry is $E(e-t/2)^2/(1-\nu)$, because each in-plane direction then has the average spontaneous strain $t/2$. It falls as the misfit grows and drops below the c/a value $Ee^2/2$ at $e=t/[2+\sqrt{2(1-\nu)}]=0.314\,t$. Here that is $b=0.398$ nm, where $\phi^*$ is only 0.41. This simple twin needs no hierarchy of bands, so in a film that can form it the upper part of the range in (12), saturation included, is not the lowest state. Most of the relief comes from twinning at all. The energy is flat near its minimum, and the error in $\phi$ made by length matching costs a further 1.5 MJ/m³.

For the finite film, $g(\phi)$ was computed by a two-dimensional finite-element solution of the twins and substrate, with mesh edges along the walls. At $\phi=0.3$ it gives $g=0.0071$ with 80 cells per period, about 2% below the value with 40 cells; the fine-mesh limit is 0.0070. With a rough wall energy of 0.04 J/m² and $h=500$ nm, minimizing (17) over both $D$ and $\phi$ with the 40-cell values of $g$ gives $D=123$ nm and $\phi=0.307$. The mesh error makes this period, and the one below, about 1% too small; it does not change the fractions in the digits shown. The film is about four periods thick, and its fraction lies 0.005 below the thick limit. Raising $h$ a hundredfold with all else fixed gives $D=1.22$ µm and $\phi=0.3115$. The shift has fallen about tenfold, as (19) requires. The thicker case checks the scaling only. The driving stress intensity for a channel crack, about $\sigma_y\sqrt{2h}$, is already 1.9 MPa√m at 500 nm and ten times that at 50 µm, while the toughness of such ceramics is of order 1 MPa√m. A real film under this stress would be expected to crack or to find another means of relief.

## The model beside real films

The example represents a film that grows in its cubic phase, relaxes there by forming dislocations, and acquires tensile misfit when it becomes tetragonal on cooling. The spacing $b$ is then an effective one, set by the substrate together with the dislocations, and need not be the substrate's own lattice parameter. A change of 0.001 nm in $b$ moves $\phi^*$ by 0.052, so this input must be known well. The assumption most exposed in a real film is the single in-plane variant: the remaining stress of nearly 2 GPa is large, and a-domains along $y$ would relieve it. If they form freely, (16) raises the total a-fraction from 0.312 to 0.480. If instead dislocations remove the misfit along $y$ alone, (14) lowers it to 0.240.

Estimates for three of the other approximations, namely isotropy, small strain and fixed polarization, give smaller changes here. Incomplete screening of the surface charge is not included. Unequal moduli of the domains are included only in part: tetragonal lead titanate is much softer along its long axis than across it, and the polarization estimate below contains the part of this softness that comes from the response of the polarization to stress. The shift of the fraction depends on the elastic constants used, and for some rough sets it exceeds 0.02. Rough cubic compliances $s_{11}=8.0$ and $s_{12}=-2.5$ TPa⁻¹ give a cube-axis Poisson ratio of 0.3125 and, by (15), $\phi^*=0.315$. Adding $s_{44}=9.0$ TPa⁻¹ and forming the Voigt average over directions gives a Poisson ratio of 0.193. Used in (12), it would yield 0.286, which is 9% below the cubic result. Replacing the strains (3) by $\ln(b/a)$ and $\ln(c/a)$ gives 0.319; the difference of 0.007 indicates the size of finite-strain effects.

The polarization also responds to stress. To estimate this, add to $w$ the Landau energy $\alpha_1P^2+\alpha_{11}P^4+\alpha_{111}P^6$, with rough coefficients $-1.7\times10^8$, $-7.3\times10^7$ and $2.6\times10^8$ in SI units. Let $P$ have the same magnitude in both domains, and let $P_0$ be its free value. The twin strain becomes $tP^2/P_0^2$, and the misfit becomes $e+Q_{12}(P_0^2-P^2)$, with $Q_{12}=-0.026$ m⁴/C². Numerical minimization over $\phi$ and $P$ lowers the polarization from 75.5 to 71.1 µC/cm². The misfit falls to 1.37% and the twin strain to 5.69%. Both fall by about 11%, so their ratio hardly changes, and the fraction is 0.3135. This cancellation belongs to the chosen misfit. The ratio is independent of $P$ only if $e+Q_{12}P_0^2=0$, that is, if the template matches the extrapolated cubic edge; this occurs at $e=1.48\%$, close to the 1.54% of the example. Elsewhere the fraction does move: the same estimate gives 0.097 instead of 0.104 at $b=0.392$ nm, and 0.405 instead of 0.390 at $b=0.3975$ nm.
